# Simulating zero-order multilayer desorption: common leading edge and rising peak temperature: test program

```python
"""Zero-order desorption of multilayer films during a linear temperature ramp.

Result under test: for the rate r = nu*exp(-E/(R*T)), independent of the film
thickness theta while theta > 0, traces of different initial thickness theta0
share one leading edge, and each peaks at its depletion temperature Tp, with
    theta0 = (nu/beta) * [Tp*E2(a/Tp) - T0*E2(a/T0)],   a = E/R,
so that Tp rises with theta0. E2 is the exponential integral of order two.
Symbols: E desorption energy, nu prefactor (ML/s), beta heating rate (K/s),
T0 starting temperature (K), theta thickness in monolayers (ML).
Controls: a first-order law r = k*theta, and a film whose last layer desorbs
in first order, r = k*min(theta, 1), with k = nu*exp(-E/(R*T)).
"""
import math
import numpy as np
from scipy.constants import R
from scipy.optimize import brentq
from scipy.special import expn

energy = 50.0e3        # J/mol
prefactor = 1.0e13     # ML/s
heating_rate = 1.0     # K/s
start_temp = 100.0     # K
end_temp = 220.0       # K
temp_step = 0.001      # K
thicknesses = [5.0, 10.0, 20.0]
activation_temp = energy / R

step_count = int(round((end_temp - start_temp) / temp_step))
mid_temps = start_temp + temp_step * (np.arange(step_count) + 0.5)
time_step = temp_step / heating_rate
rate_constants = prefactor * np.exp(-activation_temp / mid_temps)
step_exposures = (rate_constants * time_step).tolist()


def simulate(theta0, law):
    """Remove material step by step; return the mean rate in every step."""
    theta = theta0
    removed = np.zeros(step_count)
    for i, exposure in enumerate(step_exposures):
        if law == "zero" or (law == "last layer" and theta > 1.0):
            loss = min(theta, exposure)
        else:
            loss = -theta * math.expm1(-exposure)
        removed[i] = loss
        theta -= loss
        if theta <= 0.0:
            break
    return removed / time_step


def peak(trace):
    i = int(np.argmax(trace))
    return mid_temps[i], trace[i]


def rate_at(trace, temp):
    i = int(round((temp - start_temp) / temp_step))
    return 0.5 * (trace[i - 1] + trace[i])


def depletion_temp(amount):
    """Temperature at which the zero-order law has removed this amount."""
    def excess(temp):
        upper = temp * expn(2, activation_temp / temp)
        lower = start_temp * expn(2, activation_temp / start_temp)
        return prefactor / heating_rate * (upper - lower) - amount
    return brentq(excess, start_temp + 1.0, 250.0, xtol=1e-10)


print(f"E = {energy/1e3:.1f} kJ/mol, E/R = {activation_temp:.1f} K")
print(f"nu = {prefactor:.1e} ML/s, beta = {heating_rate:.1f} K/s")
print(f"T0 = {start_temp:.1f} K, simulation step = {temp_step:.3f} K")

# Ideal zero-order films
zero = [simulate(th, "zero") for th in thicknesses]
print("Zero order: rates in ML/s for theta0 = 5, 10, 20 ML")
for temp in (180.0, 190.0, 198.0, 202.0, 206.0):
    values = "  ".join(f"{rate_at(tr, temp):.4f}" for tr in zero)
    print(f"  T = {temp:.1f} K: {values}")

peaks = [peak(tr) for tr in zero]
for th, (tp, rp) in zip(thicknesses, peaks):
    formula = depletion_temp(th)
    x = activation_temp / formula
    print(f"theta0 = {th:.0f} ML: Tp simulated {tp:.2f} K, "
          f"formula {formula:.2f} K")
    print(f"  peak rate {rp:.3f} ML/s, x = E/(R Tp) = {x:.2f}")
    assert abs(tp - formula) < 2 * temp_step
    log_slope = th * heating_rate / rp
    assert formula / (x + 2) < log_slope < formula / (x + 1)
assert peaks[0][0] < peaks[1][0] < peaks[2][0]

for j in (0, 1):
    common = mid_temps < peaks[j][0]
    gap = np.max(np.abs(zero[j][common] / zero[j + 1][common] - 1))
    print(f"Largest relative edge difference, {thicknesses[j]:.0f} and "
          f"{thicknesses[j+1]:.0f} ML: {gap:.1e}")
    assert gap < 1e-9
    low, high = peaks[j][0], peaks[j + 1][0]
    shift = high - low
    lower = math.log(2) * low / (activation_temp / low + 2)
    upper = math.log(2) * high / (activation_temp / high + 1)
    print(f"  peak shift {shift:.2f} K, bounds {lower:.2f} to {upper:.2f} K")
    assert lower < shift < upper

# Slope of the peak temperature with thickness, from two extra simulations
slope = peak(simulate(10.5, "zero"))[0] - peak(simulate(9.5, "zero"))[0]
slope_formula = heating_rate / peaks[1][1]
print(f"dTp/dtheta0 at 10 ML: simulated {slope:.3f} K/ML, "
      f"beta/r {slope_formula:.3f} K/ML")
assert abs(slope / slope_formula - 1) < 0.01  # step resolution and curvature

# First-order control: no common edge, fixed peak
first_peak = brentq(
    lambda t: prefactor * math.exp(-activation_temp / t) / heating_rate
    - activation_temp / t**2, 150.0, 250.0, xtol=1e-10)
first = [simulate(th, "first") for th in thicknesses]
print(f"First-order control: peak condition gives T_R = {first_peak:.2f} K")
for th, tr in zip(thicknesses, first):
    tp = peak(tr)[0]
    print(f"  theta0 = {th:.0f} ML: peak {tp:.2f} K, "
          f"rate at 180 K {rate_at(tr, 180.0):.4f} ML/s")
    assert abs(tp - first_peak) < 3 * temp_step
edge_ratio = rate_at(first[2], 180.0) / rate_at(first[0], 180.0)
print(f"  edge ratio of 20 ML to 5 ML at 180 K: {edge_ratio:.3f}")
assert abs(edge_ratio - thicknesses[2] / thicknesses[0]) < 1e-6

# Films whose last layer desorbs in first order
print("Last layer in first order:")
last = [simulate(th, "last layer") for th in thicknesses]
for th, tr in zip(thicknesses, last):
    tp, rp = peak(tr)
    one_layer_left = depletion_temp(th - 1.0)
    print(f"  theta0 = {th:.0f} ML: peak {tp:.2f} K, T1 = "
          f"{one_layer_left:.2f} K, peak rate {rp:.3f} ML/s")
    assert abs(tp - max(one_layer_left, first_peak)) < 3 * temp_step
for j in (0, 1):
    common = mid_temps < depletion_temp(thicknesses[j] - 1.0) - 2 * temp_step
    assert np.allclose(last[j][common], last[j + 1][common], rtol=1e-9, atol=0)
tail_temp = 200.0
print(f"  rates at {tail_temp:.0f} K for 5 and 10 ML: "
      f"{rate_at(last[0], tail_temp):.4f} and "
      f"{rate_at(last[1], tail_temp):.4f} ML/s")
assert 0 < rate_at(last[0], tail_temp) < rate_at(last[1], tail_temp)

x_first = activation_temp / first_peak
threshold = 1 + x_first * math.exp(x_first) * expn(2, x_first)
print(f"  x_R = {x_first:.2f}, threshold thickness = {threshold:.3f} ML")
for offset in (-0.4, -0.2, 0.2):
    th = threshold + offset
    tp = peak(simulate(th, "last layer"))[0]
    print(f"  theta0 = {th:.3f} ML: peak {tp:.2f} K")
    if offset < 0:
        assert abs(tp - first_peak) < 3 * temp_step
    else:
        assert tp > first_peak + 0.1
        assert abs(tp - depletion_temp(th - 1.0)) < 3 * temp_step

print("success")
```

Running it gives:

```
E = 50.0 kJ/mol, E/R = 6013.6 K
nu = 1.0e+13 ML/s, beta = 1.0 K/s
T0 = 100.0 K, simulation step = 0.001 K
Zero order: rates in ML/s for theta0 = 5, 10, 20 ML
  T = 180.0 K: 0.0310  0.0310  0.0310
  T = 190.0 K: 0.1796  0.1796  0.1796
  T = 198.0 K: 0.6452  0.6452  0.6452
  T = 202.0 K: 0.0000  1.1773  1.1773
  T = 206.0 K: 0.0000  0.0000  2.0986
theta0 = 5 ML: Tp simulated 199.45 K, formula 199.45 K
  peak rate 0.804 ML/s, x = E/(R Tp) = 30.15
theta0 = 10 ML: Tp simulated 203.85 K, formula 203.85 K
  peak rate 1.542 ML/s, x = E/(R Tp) = 29.50
theta0 = 20 ML: Tp simulated 208.44 K, formula 208.44 K
  peak rate 2.954 ML/s, x = E/(R Tp) = 28.85
Largest relative edge difference, 5 and 10 ML: 0.0e+00
  peak shift 4.40 K, bounds 4.30 to 4.63 K
Largest relative edge difference, 10 and 20 ML: 0.0e+00
  peak shift 4.59 K, bounds 4.49 to 4.84 K
dTp/dtheta0 at 10 ML: simulated 0.649 K/ML, beta/r 0.648 K/ML
First-order control: peak condition gives T_R = 189.58 K
  theta0 = 5 ML: peak 189.58 K, rate at 180 K 0.1322 ML/s
  theta0 = 10 ML: peak 189.58 K, rate at 180 K 0.2644 ML/s
  theta0 = 20 ML: peak 189.58 K, rate at 180 K 0.5288 ML/s
  edge ratio of 20 ML to 5 ML at 180 K: 4.000
Last layer in first order:
  theta0 = 5 ML: peak 198.07 K, T1 = 198.07 K, peak rate 0.652 ML/s
  theta0 = 10 ML: peak 203.17 K, T1 = 203.17 K, peak rate 1.397 ML/s
  theta0 = 20 ML: peak 208.09 K, T1 = 208.09 K, peak rate 2.815 ML/s
  rates at 200 K for 5 and 10 ML: 0.2026 and 0.8742 ML/s
  x_R = 31.72, threshold thickness = 1.942 ML
  theta0 = 1.542 ML: peak 189.58 K
  theta0 = 1.742 ML: peak 189.58 K
  theta0 = 2.142 ML: peak 190.67 K
success
```
